# Surface Oxygen-Ion Density Supporting a Voltage Across a Thin Oxide: test program

```python
"""Areal density of oxygen ions that supports a voltage across an oxide film.

Result under test:  n = eps0 * eps_r * V / (z * e * d)
  V      magnitude of the laterally averaged potential drop (V)
  d      oxide thickness (m);  eps_r  relative permittivity of the oxide
  z      number of elementary charges on each negative ion
  n      ions per area on the outer oxide face (1/m^2)
The metal is grounded at height 0, the ions sit at height d, vacuum is above.
Also tested: the local field at the metal under a square lattice of ions,
  E/(V/d) = 1 + sum_G eps_r cos(G.r) / (eps_r cosh(G d) + sinh(G d)).
"""
import numpy as np
from scipy.constants import e, epsilon_0 as eps0

V = 1.0
d = 2.0e-9
eps_r = 9.0
site_density = 1.0e19  # round reference density of surface sites, 1/m^2


def ion_density(z):
    return eps0 * eps_r * V / (z * e * d)


def solve_poisson(sheet_charge, cells=200):
    """Finite-volume potential: oxide, charged face, equally thick vacuum."""
    h = d / cells
    total = 2 * cells
    permittivity = eps0 * np.where(np.arange(total) < cells, eps_r, 1.0)
    matrix = np.zeros((total, total))
    charge = np.zeros(total)
    charge[cells - 1] = sheet_charge
    for i in range(total):
        matrix[i, i] += permittivity[i] / h
        if i > 0:
            matrix[i, i - 1] -= permittivity[i] / h
        if i < total - 1:
            matrix[i, i] += permittivity[i + 1] / h
            matrix[i, i + 1] -= permittivity[i + 1] / h
    phi = np.concatenate(([0.0], np.linalg.solve(matrix, charge)))
    metal_charge = -eps0 * eps_r * (phi[1] - phi[0]) / h
    return phi[cells], phi[-1], metal_charge


def local_field_fourier(x, y, spacing):
    """Field at the metal divided by V/d; x and y in units of the spacing."""
    result = 1.0
    for m in range(-5, 6):
        for k in range(-5, 6):
            if m == 0 and k == 0:
                continue
            gd = 2 * np.pi * np.hypot(m, k) * d / spacing
            wave = np.cos(2 * np.pi * (m * x + k * y))
            result += eps_r * wave / (eps_r * np.cosh(gd) + np.sinh(gd))
    return result


def local_field_images(x, y, spacing, z, reach=100):
    """Outward field (V/m) at the metal from point ions and their images.

    Ions beyond the cutoff circle are replaced by a continuous sheet.
    """
    index = np.arange(-reach - 2, reach + 3)
    r2 = (index[:, None] - x) ** 2 + (index[None, :] - y) ** 2
    r2 = r2[r2 < reach ** 2] * spacing ** 2
    cutoff = reach * spacing
    beta = (eps_r - 1) / (eps_r + 1)
    total = 0.0
    for j in range(100):
        height = (2 * j + 1) * d
        s = r2 + height ** 2
        near = np.sum(2 * height / (s * np.sqrt(s)))
        far = 4 * np.pi * height / np.hypot(cutoff, height) / spacing ** 2
        total += (-beta) ** j * (near + far)
    return z * e * total / (2 * np.pi * eps0 * (eps_r + 1))


field = V / d
print(f"Potential drop: {V:.1f} V")
print(f"Oxide thickness: {d * 1e9:.1f} nm")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Vacuum permittivity: {eps0:.5e} F/m")
print(f"Elementary charge: {e:.5e} C")
print(f"Mean field in oxide: {field:.3e} V/m")
print(f"Charge per area: {eps0 * eps_r * field:.5f} C/m^2")
print(f"Reference site density: {site_density * 1e-4:.1e} cm^-2")

for z in (1, 2):
    n = ion_density(z)
    spacing = n ** -0.5

    # The sheet of ions must produce the stated drop and mirror charge.
    face, outside, metal_charge = solve_poisson(-z * e * n)
    assert abs(face + V) < 1e-8
    assert abs(outside - face) < 1e-8
    assert abs(metal_charge / (z * e * n) - 1) < 1e-8

    # Point ions: local values and their average over one lattice cell.
    local = []
    for x in np.arange(4) / 4:
        for y in np.arange(4) / 4:
            direct = local_field_images(x, y, spacing, z) / field
            assert abs(direct - local_field_fourier(x, y, spacing)) < 1e-5
            local.append(direct)
    mean = np.mean(local)
    assert abs(mean - 1) < 1e-5
    below_ion = local[0]
    cell_centre = local[10]
    assert below_ion >= max(local) - 1e-6
    assert cell_centre <= min(local) + 1e-6

    print(f"Ion charge number z = {z}:")
    print(f"  ion density: {n:.4e} m^-2")
    print(f"  ion density: {n * 1e-4:.3e} cm^-2")
    print(f"  share of reference sites: {100 * n / site_density:.2f} %")
    print(f"  mean ion spacing: {spacing * 1e9:.3f} nm")
    print(f"  potential of outer face, Poisson solver: {face:.6f} V")
    print(f"  mean field at metal, ion sum / (V/d): {mean:.5f}")
    print(f"  field at metal below an ion / (V/d): {below_ion:.4f}")
    print(f"  field at metal below cell centre / (V/d): {cell_centre:.4f}")

# The quoted value belongs to singly charged ions, not to doubly charged ones.
assert abs(ion_density(1) * 1e-4 - 2.5e13) < 0.05e13
assert abs(ion_density(2) * 1e-4 - 2.5e13) > 1.0e13

print("all tests passed")
```

Output:

```
Potential drop: 1.0 V
Oxide thickness: 2.0 nm
Relative permittivity: 9.0
Vacuum permittivity: 8.85419e-12 F/m
Elementary charge: 1.60218e-19 C
Mean field in oxide: 5.000e+08 V/m
Charge per area: 0.03984 C/m^2
Reference site density: 1.0e+15 cm^-2
Ion charge number z = 1:
  ion density: 2.4869e+17 m^-2
  ion density: 2.487e+13 cm^-2
  share of reference sites: 2.49 %
  mean ion spacing: 2.005 nm
  potential of outer face, Poisson solver: -1.000000 V
  mean field at metal, ion sum / (V/d): 1.00000
  field at metal below an ion / (V/d): 1.0147
  field at metal below cell centre / (V/d): 0.9874
Ion charge number z = 2:
  ion density: 1.2434e+17 m^-2
  ion density: 1.243e+13 cm^-2
  share of reference sites: 1.24 %
  mean ion spacing: 2.836 nm
  potential of outer face, Poisson solver: -1.000000 V
  mean field at metal, ion sum / (V/d): 1.00000
  field at metal below an ion / (V/d): 1.1011
  field at metal below cell centre / (V/d): 0.9283
all tests passed
```
